# Thermal desorption flux from the sticking probability by detailed balance

## Definitions and conventions

A molecule of mass $m$ moves above a solid whose outward normal is $+z$. The plane $z=z_0$ lies outside the range of the surface forces. There the molecule has velocity $\mathbf v$, kinetic energy $E=mv^2/2$ and angle $\theta$ from the normal. Outgoing molecules have $v_z>0$. Energies are in eV, pressures in Torr and fluxes per cm² and second.

Let $\Gamma$ be a phase point of the molecule and the solid together. Other adsorbed molecules count as part of the solid. The map $\Theta$ reverses all momenta and leaves positions unchanged.

**Stuck and desorbed.** Choose a set $A$ of bound phase points with $\Theta A=A$. A molecule crossing the plane inwards *sticks* if it reaches $A$ before crossing outwards again. An outward crossing is a *desorption* if the molecule has visited $A$ since its last inward crossing, or has never crossed inwards and comes from $A$. All other outward crossings are *scattering*, including those after brief trapping outside $A$.

The sticking probability $S(\mathbf v)$, with $v_z<0$, is averaged over the thermal solid at temperature $T$, over lateral position and over the Boltzmann-weighted internal states of the molecule. The desorption flux $D(E,\Omega)$ is counted per area, time, energy and solid angle, and $-\Omega$ denotes the reversed velocity.

**Assumptions.**

1. The motion is classical with a time-independent Hamiltonian, $H(\Theta\Gamma)=H(\Gamma)$, and no magnetic field.
2. The adsorbate is in equilibrium with the solid at $T$. Let $p$ be the pressure of the dilute gas that would coexist with it at this coverage.
3. $S$ refers to the same surface temperature and coverage.

## Theorem

Under these assumptions,

$$D(E,\Omega)=S(E,-\Omega)\,F(E,\theta),$$

$$F(E,\theta)=\Phi\,\frac{E\,e^{-E/kT}}{(kT)^2}\,\frac{\cos\theta}{\pi},\qquad \Phi=\frac{p}{\sqrt{2\pi mkT}} .$$

The pressure $p$ belongs to the adsorbate and is not the pressure in the chamber. If coverage changes during desorption, $p$ must be taken at the current coverage.

## Lemma 1: the impinging flux

The gas density is $n=p/kT$ and the velocity density is

$$f(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT}.$$

The flux in $d^3v=v^2\,dv\,d\Omega$ is $v\cos\theta\,f\,v^2\,dv\,d\Omega$. Since $dE=mv\,dv$, the flux per energy and solid angle is $f\cos\theta\,v^2/m$, and $v^2/m=2E/m^2$. Hence

$$F=n\left(\frac{m}{2\pi kT}\right)^{3/2}\frac{2E}{m^2}\cos\theta\,e^{-E/kT}
=\frac{n}{\pi kT\sqrt{2\pi mkT}}\,E\cos\theta\,e^{-E/kT}.$$

Putting $n=p/kT$ gives the stated $F$. Over the hemisphere $\int\cos\theta\,d\Omega=\pi$, and $\int_0^\infty E e^{-E/kT}dE=(kT)^2$, so the total is $\Phi$. $\square$

## Lemma 2: conserved weight of trajectories

Let $d\sigma$ be an element of the phase-space section $z=z_0$. Phase points crossing it in time $dt$ fill the volume $|v_z|\,d\sigma\,dt$. Follow them to their next crossing of the plane. Hamiltonian flow preserves volume. Travel times differ between trajectories, but this only shears the volume along the flow and does not change it. Therefore

$$|v_z|\,d\sigma=|v_z'|\,d\sigma' .$$

Energy is conserved, so $e^{-H/kT}$ is also unchanged along the path. The canonical density $\rho\propto e^{-H/kT}$ is thus stationary, and each bundle of trajectories keeps its weight. $\square$

This was tested on an atom hitting a Morse well attached to an oscillator, in reduced units: atom mass, well depth and range 1; oscillator mass and spring constant 20. The atom entered at $z_0=8$ with momentum $-2$, the oscillator having displacement 0.1 and momentum 0.5. The ratio of exit to entry measure was 0.9999999. Reversing the final momenta returned the system to its reversed start within $4\times10^{-12}$.

## Proof of the theorem

Place the coexisting gas above the surface. By Lemma 2 the density $\rho$ describes inward and outward crossings at all times. Let $X$ be all coordinates other than $\mathbf v$ on the plane, with $\rho$ normalised per surface area so that $\int\rho\,dX=f(\mathbf v)$.

Let $\chi_{\rm in}(\Gamma)=1$ if the future of an inward crossing visits $A$ before the plane is met again, and zero otherwise. Let $\chi_{\rm out}(\Gamma)=1$ if the past of an outward crossing, followed backwards, visits $A$ before the plane is met. Then

$$S(\mathbf v)=\frac{1}{f(\mathbf v)}\int\rho\,\chi_{\rm in}\,dX\quad(v_z<0),$$

and the desorption flux per $d^3v$ is $v_z\int\rho\,\chi_{\rm out}\,dX$ with $v_z>0$.

Reversing the momenta turns the past of $\Gamma$ into the future of $\Theta\Gamma$. Because $\Theta A=A$, a visit to $A$ remains a visit to $A$, so $\chi_{\rm out}(\Gamma)=\chi_{\rm in}(\Theta\Gamma)$. Also $\rho(\Theta\Gamma)=\rho(\Gamma)$, and $\Theta$ preserves $dX$. Hence

$$v_z\int\rho(\Gamma)\chi_{\rm out}(\Gamma)\,dX
=v_z\int\rho(\Theta\Gamma)\chi_{\rm in}(\Theta\Gamma)\,dX
=v_z f(-\mathbf v)\,S(-\mathbf v).$$

Since $f(-\mathbf v)=f(\mathbf v)$, this is the impinging flux at angle $\theta$ times $S(-\mathbf v)$. Converting $d^3v$ to $dE\,d\Omega$ as in Lemma 1 multiplies both sides equally. $\square$

**Remark: scattering.** In equilibrium the total outgoing flux is $F$, because $f$ is even. The scattered part is therefore $[1-S(E,-\Omega)]F$. Where sticking is poor, desorption is weak and scattering fills the gap.

**Remark: desorption into vacuum.** Remove the gas. The trajectory from the last exit from $A$ to the plane is not touched by arriving molecules. If the points leaving $A$ still carry canonical weight, Lemma 2 transports that weight to the plane unchanged and $D$ is the same. This condition is an extra assumption: molecules must stay in $A$ long enough to forget how they entered. The total outgoing flux is then $D$, no longer $F$.

## The reversed direction: a stepped surface

Consider a two-dimensional staircase descending towards $+x$, with terraces of length $L=3$ that reflect like mirrors and risers of height $h=1$ that capture every molecule. By the theorem, applied to a riser alone with $S=1$, the risers emit with a cosine law about their own normal, $+x$. In two dimensions a unit flux has angular density $\cos\beta/2$ about the normal.

Let $\gamma$ be the elevation above $+x$, and take $L\tan\gamma\ge h$. A riser emits $h\cos\gamma/2$ directly into $\gamma$. An equal amount starts downwards, hits the terrace and is reflected into $\gamma$. The emission per step is $h\cos\gamma$.

For arrival from the same side, one step intercepts $(L\sin\gamma+h\cos\gamma)/2$. The riser and its mirror image together capture $h\cos\gamma$, so

$$S=\frac{2h\cos\gamma}{L\sin\gamma+h\cos\gamma}=\frac{2}{1+(L/h)\tan\gamma}.$$

At $30^\circ$ this is $2/(1+3\times0.577)=0.732$, and the captured flux is 0.866 per radian. Counting emitted rays gave 0.871 in the bin from $25^\circ$ to $35^\circ$, where the mean of $h\cos\gamma$ is 0.865; the excess comes from the finite grid of rays. Over ten such bins from $-15^\circ$ to $85^\circ$, emission and capture differed by at most 0.0073 per radian.

A molecule moving towards $+x$ reflects from a terrace and never meets a riser, so its sticking probability is zero. Yet all desorbed molecules move towards $+x$. The sticking probability needed is that of molecules arriving from the side into which desorption occurs.

## A solvable model of energy exchange

**Lemma 3: loss and noise.** Let the solid be harmonic and let the molecule follow a prescribed path, so that it exerts a given force $g(t)$ on each mode. For a mode of unit mass and frequency $\omega$, define $b=(P+i\omega Q)/\sqrt2$, whose squared modulus is the mode energy. From $\dot Q=P$ and $\dot P=-\omega^2Q+g$,

$$\dot b=i\omega b+\frac{g}{\sqrt2},\qquad b(t)=e^{i\omega t}(b_0+c),\qquad c=\frac1{\sqrt2}\int g(t)e^{-i\omega t}dt .$$

The energy gain is $|b_0+c|^2-|b_0|^2=|c|^2+2\,{\rm Re}(b_0^*c)$. Thermally, the real and imaginary parts of $b_0$ are independent Gaussians with variance $kT/2$. The mean gain is therefore $|c|^2$ and its variance is $4|c|^2(kT/2)=2|c|^2kT$. Independent modes add. The total gain is Gaussian with mean $\Delta$ and variance $2\Delta kT$. $\square$

For an oscillator of unit mass, frequency and $kT$, driven by $e^{-t^2/2}$, the computed ratio of the variance to $2\Delta kT$ was 1.0000000.

Now let the surface be flat, so that parallel velocity is conserved. Let $\epsilon$ be the energy of normal motion, negative when bound, and take $\Delta$ the same for every bounce. The probability density for a bounce from $\epsilon$ to $\epsilon'$ is

$$K(\epsilon\to\epsilon')=\frac{1}{\sqrt{4\pi\Delta kT}}\exp\left[-\frac{(\epsilon'-\epsilon+\Delta)^2}{4\Delta kT}\right].$$

Multiply by $e^{-\epsilon/kT}$ and expand the square. The exponent becomes

$$-\frac{(\epsilon'-\epsilon)^2+\Delta^2}{4\Delta kT}-\frac{\epsilon'-\epsilon}{2kT}-\frac{\epsilon}{kT}
=-\frac{(\epsilon'-\epsilon)^2+\Delta^2}{4\Delta kT}-\frac{\epsilon+\epsilon'}{2kT}.$$

This is symmetric, so $e^{-\epsilon/kT}K(\epsilon\to\epsilon')=e^{-\epsilon'/kT}K(\epsilon'\to\epsilon)$. The prescribed path and constant loss are approximations, but the resulting kernel is reciprocal.

**Proposition.** Let $A$ be $\epsilon<\epsilon_A$, held in thermal equilibrium, with vacuum outside. Then the desorbing flux in normal energy is $s(\epsilon)F_n(\epsilon)$, where $F_n=(\Phi/kT)e^{-\epsilon/kT}$ and $s$ is the sticking probability.

*Proof.* Let $s(\epsilon)$ denote, for all $\epsilon>\epsilon_A$, the chance of reaching $A$ before escape. After one bounce the molecule is in $A$, is still bound, or has left:

$$s(\epsilon)=\int_{-\infty}^{\epsilon_A}K(\epsilon\to\epsilon')d\epsilon'+\int_{\epsilon_A}^0K(\epsilon\to\epsilon')s(\epsilon')d\epsilon'.$$

The lower limit idealises a deep well. In equilibrium, bound molecules also bounce at the rate $F_n(\epsilon)$ per energy. Their density in $(z,p_z)$ is $n\,e^{-\epsilon/kT}/\sqrt{2\pi mkT}$, and the phase-space area between orbits of energy $\epsilon$ and $\epsilon+d\epsilon$ is the period times $d\epsilon$. Dividing the population by the period gives $n\,e^{-\epsilon/kT}/\sqrt{2\pi mkT}=F_n(\epsilon)$. Molecules in $A$ therefore bounce at this rate. Let $a(\epsilon')$ be the steady rate, per energy, at which bounces deliver molecules to $\epsilon'$. For $\epsilon'>0$ this is desorption, and

$$a(\epsilon')=\int_{-\infty}^{\epsilon_A}F_n(\epsilon)K(\epsilon\to\epsilon')d\epsilon+\int_{\epsilon_A}^0a(\epsilon)K(\epsilon\to\epsilon')d\epsilon .$$

Insert $a=F_ns$, use reciprocity under both integrals and divide by $F_n(\epsilon')$. The result is the equation for $s$. The solution is unique, because the probability of staying between $\epsilon_A$ and zero at each bounce is bounded below one. $\square$

The bound states above $\epsilon_A$ are therefore depleted in vacuum: their population is the Boltzmann value times $s$. The theorem survives this depletion because $A$ itself is thermal.

**How much does the choice of $A$ matter?** For a Gaussian jump,

$$\langle e^{\epsilon'/kT}\rangle=\exp\left[\frac{\epsilon-\Delta}{kT}+\frac{2\Delta kT}{2(kT)^2}\right]=e^{\epsilon/kT}.$$

Stop the sequence when the molecule escapes or becomes stuck. The mean of this non-negative quantity at stopping cannot exceed its initial value, and on escape it is at least one. The escape probability from a bound $\epsilon$ is thus at most $e^{\epsilon/kT}$. Lowering the threshold from $\epsilon_1$ can change $s$ by no more than $e^{\epsilon_1/kT}$.

**Angle and energy.** On the flat surface $S(E,-\Omega)=s(E\cos^2\theta)$. In this model $s$ decreases with energy: give two molecules the same random gains, and the one that starts lower stays lower, so it sticks whenever the other does. With $x=E/kT$,

$$\frac{1}{\cos\theta}\int_0^\infty D\,dE=\frac{\Phi}{\pi}\int_0^\infty xe^{-x}s(xkT\cos^2\theta)\,dx,$$

which grows with $\theta$. The distribution is broader than a cosine. The factor $s$ also favours small $x$, so the mean energy lies below $2kT$, the value for the weight $xe^{-x}$ alone. At grazing angles $s$ tends to the constant $s(0)$ and the mean returns to $2kT$.

There are two simple limits. If $S=1$ everywhere, desorption is Maxwellian with a cosine law. If $S$ depends on total energy alone, the cosine remains but the energy distribution changes.

## Example: weakly held silane

The mass is that of silane and the well depth is a rough value for molecular silane on a passivated silicon surface; the loss $\Delta$ is assumed for illustration and is not derived: well depth 0.22 eV, $\Delta=0.030$ eV, $\epsilon_A=-0.08$ eV, $m=32.12$ u, $T=150$ K and $p=10^{-6}$ Torr. Then $kT=12.93$ meV, the noise per bounce is $\sqrt{2\Delta kT}=27.85$ meV and $\Phi=5.06\times10^{14}$ cm⁻² s⁻¹.

Sticking was found by simulating the bounces of arriving molecules, and $D/F$ from the vacuum equation for $a$:

| $\epsilon$ (meV) | $S$, simulated | $D/F$ |
|---|---|---|
| 6.46 | 0.765 | 0.766 |
| 12.93 | 0.693 | 0.693 |
| 25.85 | 0.522 | 0.523 |
| 51.70 | 0.200 | 0.199 |

Moving the threshold to $-0.06$ eV changed $s$ by at most 0.0006, within the bound 0.0096. When the noise variance was halved, as for a bath at $T/2$ beneath an adsorbate still at $T$, $S$ and $D/F$ differed by up to 0.93. The theorem thus needs an adsorbate in equilibrium with the solid.

At $E=2kT$ and normal exit,

$$F=\frac{5.06\times10^{14}\times2e^{-2}}{\pi\times0.01293}=3.37\times10^{15}\ {\rm cm^{-2}\,s^{-1}\,sr^{-1}\,eV^{-1}},$$

and $D=0.523F=1.77\times10^{15}$ in the same unit. At $30^\circ$ the normal energy is $1.5kT$, $S=0.611$ and $D=1.79\times10^{15}$. At $60^\circ$ it is $0.5kT$, $S=0.766$ and $D=1.29\times10^{15}$. At this energy desorption is slightly stronger at $30^\circ$ than along the normal: the gain in $S$ outweighs the loss in $\cos\theta$. The difference is only about 1 %, and a larger $\Delta$ within its uncertainty can reverse the order.

Over all energies, 20.8 % of the molecules leave within $30^\circ$ of the normal, against 25 % for a cosine. Sampling the desorbed velocities gave 20.9 %. The mean energy is $1.47kT$ along the normal and $1.91kT$ at $60^\circ$.

The thermal mean sticking is 0.684, so the total desorption flux is $0.684\times5.06\times10^{14}=3.46\times10^{14}$ cm⁻² s⁻¹. For the residence time, take a Morse well $V(z)$ with range parameter 12 nm⁻¹. The stuck population per area is

$$N=n\int_{V<\epsilon_A}e^{-V/kT}\,{\rm erf}\sqrt{\frac{\epsilon_A-V}{kT}}\,dz,$$

where the error function is the fraction of normal momenta with $\epsilon<\epsilon_A$. It gives a coverage of $8.4\times10^{-6}$ for $7\times10^{14}$ sites per cm². The residence time is $8.4\times10^{-6}\times7\times10^{14}/(3.46\times10^{14})=1.7\times10^{-5}$ s, against a vibration period of 0.46 ps. Thermal equilibrium within $A$ is then a reasonable assumption.

**The real case.** Thermal growth of silicon from silane needs a surface far hotter than 150 K. Take 800 K as an example. The same well would hold a molecule in $A$ for 11 ps if every arrival stuck, about 24 vibration periods, and the escape bound at $\epsilon_A$ rises to 0.31. The bound then no longer guarantees that $S$ is insensitive to the choice of $A$. On reactive sites silane also decomposes, so $S$ here is the probability of molecular trapping, not of film growth. Even at 150 K the model numbers are uncertain. Between the vacuum level and $\epsilon_A$ the energy above the well bottom falls by 0.08/0.22, or 36 %, so the loss need not be constant. Changing $\Delta$ by $\pm36$ % moves the mean sticking between 0.55 and 0.77. This does not cover the uncertainty in the size of $\Delta$ itself. Silane is as heavy as a silicon atom, and if the force of this Morse well acted on a single atom with the bulk Debye spectrum of silicon, Lemma 3 would give about 0.1 eV. The mean sticking would then be near 0.95 and the angular distribution close to a cosine. The numbers above illustrate the model and are not predictions for silane. Quantum noise for a rough 20 meV phonon raises the variance by 19 %. Put into the same Gaussian, this lowers the mean sticking to 0.66. That Gaussian is no longer reciprocal, however, so the number only indicates the size of the change in $S$, and the kernel must not be used to compute $D$. The mean rotational energy, 19 meV, is comparable with $\Delta$, so rotational exchange could matter as much, and it is not modelled. Nor is the exchange of parallel momentum with a surface that is not flat, which could change the angular distribution. Gas collisions are negligible, with a mean free path near 22 m. These uncertainties alter $S$ and hence $D$; the relation between them stands while its assumptions hold. The remaining values are in the numerical output.

## Numbers as computed

```
phase-space measure, exit/entry: 0.9999999
time-reversal return error (reduced): 3.9e-12
noise variance/(2 loss kT): 1.0000000
staircase terrace/riser length: 3.0
staircase sticking from 30 deg elevation: 0.732
staircase capture at 30 deg (1/rad): 0.866
staircase emission, 25-35 deg bin (1/rad): 0.871
staircase largest mismatch (1/rad): 0.0073
temperature: 150 K; kT: 12.926 meV
equilibrium pressure: 1.0e-06 Torr
molecular mass: 32.12 u
well depth: 0.22 eV; loss per bounce: 0.030 eV
energy noise per bounce: 27.85 meV
stuck threshold: -0.08 eV
total impinging flux: 5.0607e+14 1/(cm2 s)
normal energy 6.46 meV: S simulated 0.7654, D/F 0.7658
normal energy 12.93 meV: S simulated 0.6930, D/F 0.6931
normal energy 25.85 meV: S simulated 0.5224, D/F 0.5234
normal energy 51.70 meV: S simulated 0.1999, D/F 0.1990
largest |S - D/F|: 1.7e-05
largest error of desorbed + returned = F: 6.0e-06
largest |S - D/F|, bath at T/2: 0.925
S change, threshold at -0.06 eV: 0.00056
bound on that change: 0.00964
thermal mean sticking: 0.6843
total desorbing flux: 3.4632e+14 1/(cm2 s)
probe energy 2kT: 25.85 meV
0 deg, 2kT: S = 0.5234
  F = 3.3732e+15 1/(cm2 s sr eV)
  D = 1.7656e+15 1/(cm2 s sr eV)
30 deg, 2kT: S = 0.6112
  F = 2.9213e+15 1/(cm2 s sr eV)
  D = 1.7854e+15 1/(cm2 s sr eV)
60 deg, 2kT: S = 0.7658
  F = 1.6866e+15 1/(cm2 s sr eV)
  D = 1.2917e+15 1/(cm2 s sr eV)
fraction within 30 deg: 0.2078
  sampled: 0.2085; cosine: 0.2500
mean energy within 30 deg: 1.5405 kT
  sampled: 1.5431 kT
mean energy at 0 deg: 1.4662 kT
mean energy at 60 deg: 1.9058 kT
Morse range parameter: 12.0 1/nm
residence time: 1.693e-05 s
vibration period in well: 0.455 ps
coverage, 7e+14 sites/cm2: 8.38e-06
gas mean free path, diameter 0.4 nm: 21.9 m
loss varied by +/-36 %: S 0.552 to 0.771
phonon 20 meV: noise variance x 1.192
mean sticking with that noise: 0.6602
mean rotational energy 3kT/2: 19.39 meV
800 K: residence if S=1 11.11 ps
800 K: escape bound at threshold 0.313
```
